# Why unequal facet growth turns grain boundaries in directionally grown silicon

## Definitions and conventions

Two silicon grains grow side by side into the melt, and a groove marks their boundary at the growth front. Each groove wall is a {111} facet. The groove runs along a ⟨110⟩ direction common to both grains, so a two-dimensional section suffices: $x$ points from the left grain (1) to the right grain (2), and $y$ along growth.

The facets are tilted by $\alpha_1$ and $\alpha_2$ from the $x$ axis, both between 0 and 90°. Their normals into the melt and their uphill directions are

$$\mathbf n_1=(\sin\alpha_1,\cos\alpha_1),\quad \mathbf n_2=(-\sin\alpha_2,\cos\alpha_2),$$
$$\mathbf t_1=(-\cos\alpha_1,\sin\alpha_1),\quad \mathbf t_2=(\cos\alpha_2,\sin\alpha_2).$$

The normal growth speeds are $V_1$ and $V_2$. The lean $\theta$ of the boundary is measured from the growth direction and is positive when the left grain widens.

The model assumes that both facets persist, neither melts, the melt is pure, and the boundary does not migrate in the solid behind the front. The temperature field is a fixed linear gradient $G$ moving at the pulling speed $V$. The algebra holds in atomic units with $k_B$ kept; $\hbar$ does not enter.

## How a new layer moves the apex

Add one layer of height $d$ to facet 1. Facet 2 has not moved, so the new apex still lies on it, displaced by some length $\delta$ along $\mathbf t_2$. The displacement along $\mathbf n_1$ must equal $d$. Since

$$\mathbf n_1\cdot\mathbf t_2=\sin\alpha_1\cos\alpha_2+\cos\alpha_1\sin\alpha_2=\sin(\alpha_1+\alpha_2),$$

$\delta=d/\sin(\alpha_1+\alpha_2)$. Growth on facet 1 therefore slides the apex up facet 2, and growth on facet 2 slides it up facet 1. With $V_i/d$ layers per unit time, the apex velocity is

$$\mathbf w=\frac{V_1\mathbf t_2+V_2\mathbf t_1}{\sin(\alpha_1+\alpha_2)}.$$

The boundary is the track left by the apex, so

$$\tan\theta=\frac{w_x}{w_y}=\frac{V_1\cos\alpha_2-V_2\cos\alpha_1}{V_1\sin\alpha_2+V_2\sin\alpha_1}.\qquad(1)$$

For equal speeds, the sum-to-product identities give

$$\tan\theta=\frac{\cos\alpha_2-\cos\alpha_1}{\sin\alpha_1+\sin\alpha_2}
=\tan\frac{\alpha_1-\alpha_2}{2}.$$

This is the bisector of the groove. It leans whenever the tilts differ, so sideways motion does not require unequal speeds. What inequality does is turn the boundary away from the bisector. To see which way, put $q=V_1/V_2$ and differentiate:

$$\frac{d\tan\theta}{dq}=\frac{\sin(\alpha_1+\alpha_2)}{(q\sin\alpha_2+\sin\alpha_1)^2}>0.$$

Compared with the bisector, the boundary is therefore turned toward the slower facet. The faster grain gains width relative to the bisector, but it need not widen outright: if the bisector leans toward it, a small advantage in speed only reduces its loss. If facet 2 stops, $\tan\theta=\cot\alpha_2$ and $\theta=90^\circ-\alpha_2$: the boundary runs parallel to the stopped facet. If facet 1 stops, $\theta=-(90^\circ-\alpha_1)$.

## What sets the two speeds

The apex is the coldest point of the groove. Its undercooling $\Delta T_0$ is $G$ times its depth below the melting isotherm, so

$$\frac{d\Delta T_0}{dt}=G\,[V-w_y(\Delta T_0)].$$

Facet growth quickens with undercooling. A groove that is too deep therefore catches up, one that is too shallow falls behind, and the steady state is stable. It obeys

$$V_1\sin\alpha_2+V_2\sin\alpha_1=V\sin(\alpha_1+\alpha_2).\qquad(2)$$

Both facets share $\Delta T_0$. If step energy and mobility are also the same on both, unequal speeds must come from their step sources or their slopes.

### Clean facets: nucleation

Let $\gamma$ be the step energy per length, $a_s$ the layer area per atom, $L$ the latent heat per atom and $\Delta\mu=L\Delta T/T_m$ the driving energy. A round island of $n$ atoms has perimeter $2\sqrt{\pi a_s n}$ and costs

$$\Delta G(n)=-n\Delta\mu+2\gamma\sqrt{\pi a_s n}.$$

Setting the derivative to zero gives the critical size $n^*=\pi\gamma^2a_s/\Delta\mu^2$, the radius $r_c=\sqrt{n^*a_s/\pi}=\gamma a_s/\Delta\mu$ and the barrier $\Delta G^*=\pi\gamma^2a_s/\Delta\mu$.

Islands of size $n$ have equilibrium density $c_n=a_s^{-1}e^{-\Delta G(n)/k_BT}$ and gain atoms at rate $f_n=2k_+\sqrt{\pi n}$, where $k_+$ is the attachment rate per edge site and the site spacing is $\sqrt{a_s}$. Let $x_n$ be the actual density divided by $c_n$. A steady flux $J=f_nc_n(x_n-x_{n+1})$, summed from $x=1$ for small islands to $x=0$ for large ones, gives $1/J=\sum_n 1/(f_nc_n)$. The sum is dominated by sizes near $n^*$, where $\Delta G''=-\Delta\mu^3/(2\pi\gamma^2a_s)$. A Gaussian integral then yields

$$J=\frac{f_{n^*}}{a_s}\sqrt{\frac{|\Delta G''|}{2\pi k_BT}}\;e^{-\Delta G^*/k_BT}
=\frac{k_+}{a_s}\sqrt{\frac{\Delta\mu}{k_BT}}\;e^{-\Delta G^*/k_BT},$$

because $f_{n^*}=2\pi k_+\gamma\sqrt{a_s}/\Delta\mu$. At 0.8 K, with the inputs below, the full sum and this formula agree to the four decimals printed.

A straight step advances at $v=\sqrt{a_s}\,k_+(1-e^{-\Delta\mu/k_BT})\approx\sqrt{a_s}\,k_+\Delta\mu/k_BT$, which is proportional to $\Delta T$. Its measured or assumed mobility $v/\Delta T$ thus fixes $k_+$ as a constant. Then $J\propto\Delta T^{1/2}e^{-\Delta G^*/k_BT}$ with $\Delta G^*\propto1/\Delta T$, and

$$\frac{d\ln J}{d\Delta T}=\frac{1}{\Delta T}\left(\frac{\Delta G^*}{k_BT}+\frac12\right).$$

Up the facet the undercooling falls by $G\sin\alpha$ per unit length. To first order in $\ln J$, nucleation decays exponentially from the apex over a strip of width

$$\ell=\left[G\sin\alpha\;\frac{d\ln J}{d\Delta T}\right]^{-1}.$$

The gentler facet has the wider strip. How much this matters depends on two limits.

- **Wide strip.** Only $J$ (per area and time) and $v$ matter, and the only rate they can form is $(Jv^2)^{1/3}$. The slope drops out, the speeds are equal, and the boundary bisects the groove.
- **Narrow strip.** Nuclei appear along a line at rate $i=J\ell$ per length. Let each direction of step travel have density $\rho$. Creation balances mutual annihilation when $i=2v\rho^2$, taking opposite steps as uncorrelated. Steps pass a point at rate $2\rho v=\sqrt{2iv}$, so $V_i\propto(\sin\alpha_i)^{-1/2}$.

In between, the layer rate is $(Jv^2)^{1/3}\Phi(\tilde\ell)$ with $\tilde\ell=\ell(J/v)^{1/3}$. The function $\Phi$ was sampled from random nuclei: the height at a point is the longest chain of nuclei in which each lies within the area already swept by the steps of the one before. At $\tilde\ell=0.03$ the sampled rate is 0.248, against $\sqrt{2\tilde\ell}=0.245$; the two agree within the sampling scatter of about 2%.

### Dislocated facets: spirals

A screw dislocation supplies a step that never runs out. Curvature of radius $R$ reduces the drive to $\Delta\mu-\gamma a_s/R$, so the step moves at $v(1-r_c/R)$. The pinned step winds into a spiral. Its angular speed must be $\Omega v/r_c$, with $\Omega$ a pure number, since $v$ and $r_c$ are the only scales.

In polar coordinates, with $r$ in units of $r_c$ and $\psi=-r\,d\varphi/dr$ for the spiral arm $\varphi(r)$, steady rotation requires

$$\frac{\Omega r}{\sqrt{1+\psi^2}}=1-\frac1r\frac{d}{dr}\left(\frac{r\psi}{\sqrt{1+\psi^2}}\right).$$

The left side is the normal speed of a rotating curve, and the last term is its curvature. Starting from $\psi\approx r/2$ at the centre, the solution neither runs away nor turns back at $\Omega=0.331$. Evolving an initially straight pinned step in time gives the same 0.331. Each turn adds one layer:

$$V_i=\frac{d\,\Omega v}{2\pi r_c}\propto\Delta T^2.\qquad(3)$$

There is no barrier, so a spiral works at undercoolings where nucleation is negligible.

## How large the effect is

The left grain grows along [001] and the right along [110], giving $\alpha_1=54.74^\circ$ and $\alpha_2=35.26^\circ$. The sum is 90°, so equation (2) becomes $0.577V_1+0.816V_2=V$. The inputs are $V=3$ µm/s, $G=10$ K/cm (0.001 K/µm), $T_m=1685$ K, $L=0.52$ eV, $\gamma=0.008$ eV/Å, $a_s=6.38$ Å$^2$, $d=3.135$ Å and a step mobility of $5\times10^5$ µm/(s K). The bisector leans by 9.7°.

**Two clean facets.** Equation (2) is met at $\Delta T_0=0.724$ K. The barrier is 5.75 eV, or $39.6\,k_BT$, and $J\approx3.7$ per µm² per second; the sampling of $\Phi$ leaves $\Delta T_0$ uncertain by about 0.001 K and $J$ by about 3%. The left strip is

$$\ell_1=\frac{0.724}{0.001\times0.816\times40.1}\approx22\ \text{µm},$$

and the right one is 31 µm. The scaled widths, 0.48 and 0.68, lie between the two limits. The speeds are 2.03 and 2.24 µm/s, and

$$\tan\theta=\frac{2.03\times0.816-2.24\times0.577}{3.00}\approx0.12,$$

so $\theta\approx7^\circ$. Slope alone turns the boundary by about 3° from the bisector. The spread over three samplings of $\Phi$ is 0.1°.

**A dislocation at the apex end of the left facet.** The source is taken close enough to the apex that $Gs\sin\alpha$ is negligible, yet several $r_c$ away, so that the spiral can turn freely. With $V_2=0$, equation (2) requires $V_1=3/0.577=5.2$ µm/s. Equation (3) supplies this at 0.102 K, with steps 3.1 µm apart. The nucleation barrier on the clean right facet is then $281\,k_BT$, so that facet is effectively stopped, unless the grain boundary lowers the barrier to a small fraction of this value. With the facet stopped, the boundary leans by 54.7°, parallel to it, and the left grain gains 14 mm for every 10 mm grown. With the dislocation on the right facet instead, the lean is −35.3°.

Here the apex moves along $\mathbf t_2$, which equals $\mathbf n_1$ because the tilts sum to 90°. A dislocation line that follows the normal of the left facet therefore keeps its distance from the apex, and the lean can last.

**Dislocations on both facets.** A source at distance $s$ from the apex feels only $\Delta T_0-Gs\sin\alpha$. Put the left source at 10 µm and the right one at 60 µm. The steady state has $\Delta T_0=0.088$ K, so the sources feel about 0.080 and 0.053 K. Since $V_i\propto\Delta T^2$, the speeds differ strongly: 3.18 and 1.42 µm/s. Equation (1) gives

$$\tan\theta=\frac{3.18\times0.816-1.42\times0.577}{3.00}\approx0.59,\qquad \theta\approx31^\circ.$$

This state is steady if the dislocation lines run parallel to the boundary, which keeps both distances fixed. If they follow the facet normals, the apex closes on the left source at $\mathbf w\cdot\mathbf t_1=\mathbf w\cdot\mathbf n_2=V_2$ and on the right one at $V_1$. At the speeds above it would reach the left source in about 7 s, and in about 6 s once the speeds respond to the shrinking distances. That is well before it reaches the right one, so this lean would be transient.

## Real castings and the limits of the model

The pulling speed, about 1 cm per hour, and the gradient are rough values for directional casting of silicon. The step energy and step mobility are the least certain inputs, and the undercoolings, the groove depths and the two-spiral lean inherit that uncertainty. The 0.7 mm groove of the clean pair is a model result, not an observation. The limiting directions parallel to a stopped facet depend on geometry alone.

The result for a clean pair is sensitive to the assumption that nucleation is equally easy on both sides. Lowering the left step energy by 2%, with all other inputs held, changes the speeds to 2.92 and 1.61 µm/s and the lean from 7° to 26°. The reason is the barrier: it scales as $\gamma^2$, so it falls by 4% of about $40\,k_BT$, or $1.6\,k_BT$, and $J$ rises about fivefold at given undercooling. Any small asymmetry, such as nucleation assisted by the boundary on one side, could act in the same way; the model does not say which occurs.

Latent heat released at the front makes the gradient in the solid steeper than in the melt, by roughly $LV/(a_sd\kappa)=3.1$ K/cm for a conductivity $\kappa=40$ W/(m K) in both. Solid silicon near its melting point conducts heat less well than the melt, which widens the difference further; that contrast is left out. If $G$ is the gradient held in the melt, adding 3.1 K/cm to it shows the sensitivity, though it is not a bound: the clean-pair lean moves by only a few tenths of a degree, but the two-spiral lean rises from 31° to 36°. Capillarity, for a solid–melt energy of 0.025 eV/Å$^2$, shifts the undercooling by about 0.002 K, or 2% of the 0.102 K in the single-spiral case. The warming of each moving step by its own latent heat is also neglected. Impurities and boundary migration in the solid are left out and not sized. Either could change the result, the first through the local melting point and the second by moving the boundary off the apex track.

## What to do about it

These rules hold within the model, for grooves with two persistent facets.

- **Choose orientations for the bisector.** A boundary parallel to growth needs $V_1\cos\alpha_2=V_2\cos\alpha_1$. With matched step sources, equal tilts satisfy this by symmetry.
- **Match the step sources.** A dislocated facet beside a stopped clean one gives the largest lean possible in that direction. Keeping both grains clean removes that cause, but leaves the sensitivity to small differences in step energy.
- **Do not rely on faster pulling to revive a clean facet.** In the single-spiral case, raising the apex undercooling from 0.102 to 0.724 K would take a pulling speed about $(0.724/0.102)^2\approx50$ times higher. At fixed $G$ the clean facet would then grow at about 2 µm/s, still under 1% of the spiral's speed.
- **For two dislocated facets, lower $G$.** At fixed source distances, this makes the difference in $Gs\sin\alpha$ smaller relative to $\Delta T_0$, and the boundary moves toward the bisector. Raising $V$ at fixed $G$ does the same, because both speeds are quadratic in undercooling and the lean depends only on $G/\sqrt V$. Latent heat can limit this second route. If the gradient in the melt is held and the estimate above is added to it, about 1 K/cm for each µm/s of pulling speed, the ratio falls by only about 15% between 3 and 10 µm/s, and faster pulling raises it again.

When reading a grown ingot, a boundary parallel to one grain's {111} plane is consistent with a stopped facet on that side. It is not proof, since the model does not exclude other causes. The numerical output below lists the values for each case.

## Computed values

```
melting point 1685 K; latent heat 0.52 eV/atom
lattice constant 5.43 A; layer height 3.135 A
layer area per atom 6.384 A^2; kT 0.1452 eV
step energy 0.008 eV/A
step mobility 5.00e+05 um/(s K)
pulling speed 3.0 um/s; gradient 10.0 K/cm
facet tilts: left 54.74 deg, right 35.26 deg
equal speeds: lean (bisector) 9.74 deg
-- two clean facets --
apex undercooling 0.724 K; groove depth 724 um
nucleation barrier 5.75 eV = 39.6 kT
critical radius 229 A
nucleation rate at apex 3.72 per um^2 s
cluster sum / formula at 0.8 K: 1.0000
strip widths: left 22.1 um, right 31.3 um
scaled strip widths: left 0.48, right 0.68
scaled width : layer rate  0.1:0.440, 0.2:0.605, 0.4:0.772, 0.8:0.955, 1.6:1.077, 3.2:1.186
narrow strip 0.03: rate 0.2482, sqrt law 0.2449
facet speeds: left 2.030 um/s, right 2.239 um/s
lean 6.93 deg; spread over three samplings 0.10 deg
-- dislocation at the apex end of the left facet --
spiral number: steady 0.3310, evolved 0.3310
apex undercooling 0.1021 K; groove depth 102.1 um
spiral step spacing 3.08 um
left facet speed 5.196 um/s
barrier on clean right facet 281 kT
lean 54.74 deg; sideways speed 4.243 um/s
left grain gains 14.1 mm per 10 mm grown
distance at which this source loses its advantage: about 761 um
-- dislocation at the apex end of the right facet --
apex undercooling 0.0858 K; right facet speed 3.674 um/s
lean -35.26 deg
-- dislocations on both facets --
distances from apex: left 10 um, right 60 um
apex undercooling 0.0880 K; followed in time 0.0880 K
facet speeds: left 3.184 um/s, right 1.423 um/s
lean 30.65 deg; followed in time 30.65 deg
apex reaches source if lines follow facet normals: left 7 s, right 19 s
-- neglected effects and sensitivity --
conductivity 40 W/(m K); latent-heat gradient 3.12 K/cm
lean with that gradient added: clean 6.68 deg, two spirals 35.83 deg
solid-melt energy 0.025 eV/A^2; capillary undercooling 0.0016 K
slope of step train, left spiral: 1.0e-04 rad
clean pair, left step energy 2% lower: speeds 2.919 and 1.610 um/s
lean in that case 25.86 deg
```
